# Local and wafer-average curvature in the stress of a nonuniform film, part 1

(Sections cited here and not found follow in the second part.)

## From film force to stress formula

**Q:** I have a circular wafer with a thin film on one face, and a map of its curvature. Stoney's formula converts the curvature of a uniformly stressed wafer into film stress. If the stress varies with radius, why not apply the formula at each radius separately?

**A:** Because the curvature at one radius is not set by the film force at that radius alone. Suppose the film covers a central disc and leaves an outer ring bare. The ring carries no film, but it is joined to a bent centre, so it bends too. A point-by-point conversion would then assign a stress to a film that is absent. The balance of the whole plate decides what must replace it.

**Q:** Then fix the problem first. What is given, and which signs do you use?

**A:** The substrate is a free circular plate of radius $R$ and thickness $h_s$, isotropic, with Young modulus $E_s$ and Poisson ratio $\nu_s$. The film has thickness $h_f\ll h_s$ and constants $E_f,\nu_f$. It covers one whole face. Its misfit strain $\varepsilon_m(r)$ is the in-plane strain that a piece of film would take if it were cut free, measured relative to the substrate. It is equal in all in-plane directions and depends on the radius $r$. A negative $\varepsilon_m$ means that the film wants to be smaller than its place on the wafer, so it is held in tension. Tension is positive.

The coordinate $z$ runs from the substrate's midplane towards the film, and the deflection $w(r)$ is positive in the same direction. A prime is a derivative with respect to $r$. For small slopes the radial and hoop curvatures are

$$\kappa_r=w'',\qquad \kappa_\theta=\frac{w'}{r},\qquad K=\kappa_r+\kappa_\theta .$$

A tensile film shortens its own face, so the rim rises towards the film side and $K>0$.

**Q:** The film stress depends on the film's strain, and that depends on how the wafer deforms. You seem to need the answer before you start.

**A:** Not at leading order in $h_f/h_s$. Let $\varepsilon_r,\varepsilon_\theta$ be the strains of the wafer surface, which the bonded film shares. Hooke's law for a thin sheet, with the misfit subtracted, is

$$\sigma_r=\frac{E_f}{1-\nu_f^2}\left[(\varepsilon_r-\varepsilon_m)+\nu_f(\varepsilon_\theta-\varepsilon_m)\right],$$

and $\sigma_\theta$ follows by exchanging $r$ and $\theta$. The film pulls on the substrate with a force per length of order $E_fh_f\varepsilon_m$. The substrate resists with a stiffness of order $E_sh_s$. The surface strains are therefore of order $(E_f/E_s)(h_f/h_s)\,\varepsilon_m$, and for comparable moduli they are small beside $\varepsilon_m$. Dropping them leaves $-(1+\nu_f)\varepsilon_m$ in the bracket. Since $1-\nu_f^2=(1-\nu_f)(1+\nu_f)$,

$$\sigma_r=\sigma_\theta=\sigma_m(r)=-\frac{E_f\,\varepsilon_m(r)}{1-\nu_f}.$$

The film acts on the plate as a sheet with the known force per length $N(r)=h_f\sigma_m(r)$, equal in both directions.

**Q:** What if the substrate itself has a nonuniform stress-free strain, for instance because it is hotter in the middle?

**A:** Then the argument fails. A radial temperature variation that is uniform through the thickness stretches the substrate in its plane without bending it, as long as it does not buckle. The film follows that stretch, which in general differs between the radial and hoop directions and does not become small with $h_f/h_s$. The film force is then no longer equal in both directions, as the derivation below requires. I therefore assume that the substrate's own stress-free strain is uniform.

**Q:** Now the bending. Where does the film force enter?

**A:** Through its lever arm. I assume that straight normals stay straight and normal to the midplane, which suits a plate whose load varies over lengths much larger than $h_s$. With $u(r)$ the radial displacement of the midplane, the strains at height $z$ are

$$\varepsilon_r=u'-z\kappa_r,\qquad \varepsilon_\theta=\frac{u}{r}-z\kappa_\theta .$$

Define the moment per length of the whole stack as $M_r=-\int\sigma_r z\,dz$, and $M_\theta$ likewise. In the substrate $\sigma_r=E_s(\varepsilon_r+\nu_s\varepsilon_\theta)/(1-\nu_s^2)$. The terms with $u$ are even in $z$ and drop out after multiplication by $z$. The curvature terms carry $\int z^2dz=h_s^3/12$, and the two minus signs cancel. The film sits at $z\approx h_s/2$ and adds $-Nh_s/2$. Together,

$$M_r=D(\kappa_r+\nu_s\kappa_\theta)-\tfrac12h_sN,\qquad M_\theta=D(\kappa_\theta+\nu_s\kappa_r)-\tfrac12h_sN,$$

$$D=\frac{E_sh_s^3}{12(1-\nu_s^2)} .$$

**Q:** Moments in a plate also come with transverse shear forces. Do you ignore them?

**A:** They vanish here, by a balance of forces. The radial equilibrium of a material element is

$$\frac{\partial\sigma_r}{\partial r}+\frac{\partial\sigma_{rz}}{\partial z}+\frac{\sigma_r-\sigma_\theta}{r}=0 .$$

Multiply by $-z$ and integrate through substrate and film. The first and third terms give $M_r'+(M_r-M_\theta)/r$. In the second I integrate by parts:

$$-\int z\,\frac{\partial\sigma_{rz}}{\partial z}\,dz=-\left[z\sigma_{rz}\right]+\int\sigma_{rz}\,dz .$$

The bracket is zero because both outer faces of the stack are free of traction. The last integral is the transverse shear force per length, $V$. Cut out a disc of radius $r$: the vertical force on its rim is $2\pi rV$, and nothing else acts on it vertically. Hence $V=0$ and

$$M_r'+\frac{M_r-M_\theta}{r}=0 .$$

**Q:** A real wafer has weight and rests on something.

**A:** As long as the deflections are small beside the wafer's thickness, the equations are linear to a good approximation. The shape caused by weight and support adds to the shape caused by the film. If the wafer is measured before and after deposition on the same support, the difference obeys the equation above. So does the difference from an initially imperfect shape, provided that its departure from flatness is also small beside the thickness. Throughout, $K$ means this change of curvature.

**Q:** You have two unknown curvatures and one equation.

**A:** Both come from the same $w$, which supplies the second equation. Differentiating $\kappa_\theta=w'/r$ gives

$$\kappa_\theta'=\frac{w''}{r}-\frac{w'}{r^2}=\frac{\kappa_r-\kappa_\theta}{r}.$$

Now insert the moments into their balance. Their difference is $M_r-M_\theta=D(1-\nu_s)(\kappa_r-\kappa_\theta)$, because the film terms are equal and cancel. So

$$D\left[\kappa_r'+\nu_s\kappa_\theta'+(1-\nu_s)\frac{\kappa_r-\kappa_\theta}{r}\right]-\tfrac12h_sN'=0 .$$

Replacing the fraction by $\kappa_\theta'$ turns the bracket into $\kappa_r'+\nu_s\kappa_\theta'+(1-\nu_s)\kappa_\theta'=K'$. Therefore

$$D\,K'=\tfrac12h_sN' .$$

Integrating once, and using $N=h_f\sigma_m$,

$$K(r)=A\,\sigma_m(r)+C,\qquad A=\frac{h_sh_f}{2D}=\frac{6(1-\nu_s^2)h_f}{E_sh_s^2}.$$

**Q:** So variations of $K$ are local after all. The stress gradient at a point fixes the curvature gradient at that point.

**A:** Yes, the gradients are locally related. The constant $C$ is not local. It is fixed at the rim, and it shifts the curvature sum everywhere by the same amount.

**Q:** How does a condition at the rim become a wafer average?

**A:** Multiply the curvature sum by $r$: $rK=rw''+w'=(rw')'$. This is a total derivative, so the area average is

$$\bar K=\frac{2}{R^2}\int_0^RK\,r\,dr=\frac{2}{R^2}\,R\,w'(R)=2\kappa_\theta(R).$$

The lower limit contributes nothing because $w'(0)=0$ on a smooth plate. The slope at the rim thus knows the average curvature of the whole wafer.

**Q:** And the rim condition itself?

**A:** No moment acts on a free edge, so $M_r(R)=0$. Dividing by $D$ gives, at $r=R$,

$$\kappa_r+\nu_s\kappa_\theta=\frac{h_sN}{2D}=A\sigma_m .$$

The left side equals $K-(1-\nu_s)\kappa_\theta$. Hence $K(R)=A\sigma_m(R)+(1-\nu_s)\kappa_\theta(R)$. Comparison with $K=A\sigma_m+C$ shows that

$$C=(1-\nu_s)\,\kappa_\theta(R)=\tfrac12(1-\nu_s)\bar K .$$

**Q:** I object to the film force at the rim. The film ends there, so its radial stress must be zero at its own edge, not $\sigma_m(R)$.

**A:** That is true at the edge itself. The film force builds up through shear at the interface, most of it within some tens of $h_f$ of the edge for comparable moduli. The substrate's stress, disturbed by this concentrated pull, departs from plate theory over a wider zone, a few $h_s$ across, and that wider zone is the edge zone I mean. The moment $M_r$, however, includes the film. Its balance reads $M_r'=-(M_r-M_\theta)/r$, so across a zone of width $\ell$ it changes by a fraction of order $\ell/R$ of the moments present. Just inside the zone $M_r$ is still zero to that accuracy, and there the film carries its full force. To the same accuracy the formula holds radially inward of this zone, but not in the zone itself.

**Q:** Then solve for the stress.

**A:** From $A\sigma_m=K-\tfrac12(1-\nu_s)\bar K$ and $\sigma_r+\sigma_\theta=2\sigma_m$,

$$\sigma_r+\sigma_\theta=\frac{E_sh_s^2}{3(1-\nu_s^2)h_f}\left[K-\frac{1-\nu_s}{2}\bar K\right].$$

To separate the local part from the deviation, write

$$K-\frac{1-\nu_s}{2}\bar K=\frac{1+\nu_s}{2}\left[K+\beta(K-\bar K)\right],\qquad \beta=\frac{1-\nu_s}{1+\nu_s}.$$

This is an identity. The coefficient of $K$ on the right is $\tfrac12(1+\nu_s)(1+\beta)=1$, because $1+\beta=2/(1+\nu_s)$. The coefficient of $\bar K$ is $-\tfrac12(1+\nu_s)\beta=-\tfrac12(1-\nu_s)$. The factor $\tfrac12(1+\nu_s)$ cancels one factor of $1-\nu_s^2$, and

$$\boxed{\;\sigma_r+\sigma_\theta=\frac{E_sh_s^2}{6h_f(1-\nu_s)}\left[K+\frac{1-\nu_s}{1+\nu_s}\,(K-\bar K)\right]\;}$$

For a uniform film $K=\bar K$, the second term vanishes and Stoney's formula remains. The film's elastic constants do not appear, because the wafer measures the film's force and not its strain.

**Q:** What does this say about your bare outer ring?

**A:** There $\sigma_m=0$, so $K=C=\tfrac12(1-\nu_s)\bar K$. The ring has a curvature sum although nothing pulls on it locally. In the boxed formula the deviation term then has the opposite sign to the local term and cancels it, which gives zero stress as it should. Near the boundary of the film patch the stress changes too abruptly for plate theory, so the statement applies a few thicknesses away from it.

**Q:** You used the leading order in the film thickness, and straight normals. How do I know that neither spoils the result?

**A:** Each was tested by a calculation that does not use the formula.

The first minimizes the elastic energy of both layers with the film's thickness and stiffness retained. The misfit was $-0.002\,(e^{-3\rho^2}+0.3\rho^4)$ with $\rho=r/R$. The substrate had 150 GPa and $\nu_s=0.30$, the film 250 GPa and $\nu_f=0.22$. The film stress computed there was compared with the formula applied to the computed curvature. The largest error, relative to the largest stress sum, was $6.4\times10^{-4}$ at $h_f/h_s=10^{-3}$ and $3.2\times10^{-4}$ at half that thickness. It falls in proportion to $h_f/h_s$, as a neglected first-order term must. Stoney's formula applied point by point was wrong by 20% on the same measure at $h_f/h_s=10^{-5}$, where finite film thickness cannot be to blame.

The second treats the substrate as a three-dimensional elastic solid, pulled on one face by a film stress proportional to $(1-\rho^2)^3$. The curvature was read on the bare face. For $r\le0.7R$ the largest error, relative to the central stress sum, was 0.39% at $h_s/R=0.10$ and 0.10% at $h_s/R=0.05$. Halving the thickness divides the error by about four, so it is of second order in $h_s/R$ for this fixed profile.

## Consequences, a silicon wafer, and what the formula leaves out

**Q:** Before we use this, restate what you carry over.

**A:** The wafer has radius $R$, thickness $h_s$ and constants $E_s,\nu_s$; the film has thickness $h_f$ and constants $E_f,\nu_f$. The film stress at leading order is $\sigma_m(r)$ in both directions, and the film force per length is $N=h_f\sigma_m$. The curvature change $K=\kappa_r+\kappa_\theta$ is positive when the film side is concave, and $\bar K$ is its area average. We found

$$K=A\sigma_m+\tfrac12(1-\nu_s)\bar K,\qquad A=\frac{6(1-\nu_s^2)h_f}{E_sh_s^2},\qquad \bar K=2\kappa_\theta(R),$$

$$\sigma_r+\sigma_\theta=P\left[K+\beta(K-\bar K)\right],\qquad P=\frac{E_sh_s^2}{6h_f(1-\nu_s)},\qquad \beta=\frac{1-\nu_s}{1+\nu_s}.$$

**Q:** If I had used Stoney's formula at every point, would at least my average stress be right?

This part has shown that the film's stress sum follows from the local curvature sum and its deviation from the wafer average. Still to come are the answer to the question about the average stress, the interface traction and stress difference, a worked silicon wafer, and the size of several neglected effects.
